# Constant potential shifts in Douglas-Kroll-Hess and ZORA Hamiltonians: a program that tests the result

```python
"""
Result under test: for every order n >= 1 the Douglas-Kroll-Hess Hamiltonian
obeys H_n[V + Delta] = H_n[V] + Delta for a constant Delta, whereas ZORA does not.
For a Coulomb potential the ZORA level moves by Delta*(1 - E_Z/c^2).

Rydberg atomic units: hbar = 1, m = 1/2, e^2 = 2, c = 2/alpha, 2 m c^2 = c^2.
V(r) = -2 Z/r + Delta, energies in Ry without the rest energy m c^2.
Basis: radial Gaussians turned into eigenvectors of p^2 (eigenvalues p_k^2),
small-component functions sigma.p phi_k / p_k.  kappa = -1: s1/2, +1: p1/2.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

c = 2.0 / const.alpha
rest = c**2 / 2
Z = 80
delta = 100.0
n_max = 6
ry_ev = const.value("Rydberg constant times hc in eV")

step = 0.02
r = np.exp(np.arange(-26.0, -0.5, step))
weight = r**3 * step                      # r^2 dr on the logarithmic grid
exponents = 300.0 * 2.4 ** np.arange(16)
N = len(exponents)


def quad(f, g, h=1.0):
    """Matrix of radial integrals of f_i h g_j."""
    return (f * (weight * h)) @ g.T


def make_basis(kappa):
    """p_k, large functions and normalized small functions on the grid."""
    a = exponents[:, None]
    gauss = np.exp(-a * r**2)
    if kappa == -1:
        large, small = gauss, -2 * a * r * gauss
    else:
        large, small = r * gauss, (3 - 2 * a * r**2) * gauss
    norm = np.sqrt(np.sum(large**2 * weight, axis=1))[:, None]
    large, small = large / norm, small / norm
    p2, vec = eigh(quad(small, small), quad(large, large))
    p = np.sqrt(p2)
    return p, vec.T @ large, (vec.T @ small) / p[:, None]


def potential(shift):
    return -2 * Z / r + shift


def pot_matrices(basis, v):
    """V and (sigma.p/p) V (sigma.p/p) from quadrature of the potential v(r)."""
    _, large, small = basis
    return quad(large, large, v), quad(small, small, v)


def free_transform(p, v_large, v_small):
    """Potential after the free-particle transformation, and E_p."""
    energy = np.sqrt(c**2 * p**2 + rest**2)
    cos = np.diag(np.sqrt((energy + rest) / (2 * energy)))
    sin = np.diag(c * p / np.sqrt(2 * energy * (energy + rest)))
    u0 = np.block([[cos, sin], [-sin, cos]])
    zero = np.zeros((N, N))
    v4 = np.block([[v_large, zero], [zero, v_small]])
    return energy, u0 @ v4 @ u0.T


def dkh(p, v_large, v_small, coef):
    """Order-by-order decoupling with U = sum_k coef[k] W^k.
    Returns the list H_0..H_n_max (upper block) and the first generator."""
    energy, v_free = free_transform(p, v_large, v_small)
    terms = [np.diag(np.r_[energy, -energy]), v_free]
    terms += [np.zeros((2 * N, 2 * N)) for _ in range(n_max - 1)]
    first_generator = None
    for j in range(1, n_max + 1):
        w = terms[j][:N, N:] / (energy[:, None] + energy[None, :])
        gen = np.block([[np.zeros((N, N)), w], [-w.T, np.zeros((N, N))]])
        if j == 1:
            first_generator = gen
        power = [np.eye(2 * N)]
        for _ in range(n_max):
            power.append(power[-1] @ gen)
        new = []
        for m in range(n_max + 1):
            total = np.zeros((2 * N, 2 * N))
            for q in range(m // j + 1):
                for k in range(q + 1):
                    l = q - k
                    factor = coef[k] * coef[l] * (-1) ** l
                    total += factor * power[k] @ terms[m - j * q] @ power[l]
            new.append(total)
        terms = new
    blocks = [t[:N, :N] for t in terms]
    blocks[0] = blocks[0] - rest * np.eye(N)
    return list(np.cumsum(blocks, axis=0)), first_generator


def ground(h):
    return np.linalg.eigvalsh((h + h.T) / 2)[0]


def zora(basis, shift):
    """Lowest ZORA level and <sigma.p c^2/(c^2-V)^2 sigma.p>."""
    p, large, small = basis
    v = potential(shift)
    pp = np.outer(p, p)
    h = quad(large, large, v) + pp * quad(small, small, c**2 / (c**2 - v))
    val, vec = np.linalg.eigh((h + h.T) / 2)
    slope = pp * quad(small, small, c**2 / (c**2 - v) ** 2)
    return val[0], vec[:, 0] @ slope @ vec[:, 0]


series = {
    "exponential": [1, 1, 1/2, 1/6, 1/24, 1/120, 1/720],
    "square root": [1, 1, 1/2, 0, -1/8, 0, 1/16],
    "Cayley": [1, 1, 1/2, 1/4, 1/8, 1/16, 1/32],
}
one = np.eye(N)
basis_s = make_basis(-1)
p_s = basis_s[0]

print(f"c = {c:.6f} (Rydberg units), c^2 = 2mc^2 = {c**2:.3f} Ry")
print(f"Z = {Z}, Delta = {delta:.1f} Ry = {delta*ry_ev:.3f} eV")
print(f"basis: {N} Gaussians, exponents {exponents[0]:.0f} to "
      f"{exponents[-1]:.3e} bohr^-2")

# Odd part of the Coulomb potential and of a pure constant
v_l, v_s = pot_matrices(basis_s, potential(0.0))
energy_p, v_free = free_transform(p_s, v_l, v_s)
odd = v_free[:N, N:]
const_free = free_transform(p_s, *pot_matrices(basis_s, delta + 0 * r))[1]
odd_const = np.abs(const_free[:N, N:]).max()
even_const = np.abs(const_free[:N, :N] - delta * one).max()
assert odd_const < 1e-5 and even_const < 1e-5
assert np.abs(odd).max() > 1.0
print(f"largest odd element, Coulomb potential: {np.abs(odd).max():.3e} Ry")
print(f"largest odd element, constant Delta: {odd_const:.1e} Ry")
print(f"largest even-part deviation from Delta: {even_const:.1e} Ry")

# Full Hamiltonian matrices: both symmetries, all series, all orders
for label, kappa in (("s1/2", -1), ("p1/2", 1)):
    basis = make_basis(kappa)
    mats_0 = pot_matrices(basis, potential(0.0))
    mats_d = pot_matrices(basis, potential(delta))
    worst = 0.0
    for coef in series.values():
        h_0 = dkh(basis[0], *mats_0, coef)[0]
        h_d = dkh(basis[0], *mats_d, coef)[0]
        for n in range(1, n_max + 1):
            worst = max(worst, np.abs(h_d[n] - h_0[n] - delta * one).max())
    assert worst < 1e-5      # rounding: matrix elements reach about 1e7 Ry
    print(f"{label}: max |H_n[V+Delta]-H_n[V]-Delta|, n=1..{n_max}, "
          f"3 series: {worst:.1e} Ry")

# Energies against the Dirac matrix in the same basis and the analytic level
dirac = np.block([[v_l + rest * one, c * np.diag(p_s)],
                  [c * np.diag(p_s), v_s - rest * one]])
e_dirac = np.linalg.eigvalsh(dirac)[N] - rest
e_exact = rest * (np.sqrt(1 - (Z * const.alpha) ** 2) - 1)
assert abs(e_dirac / e_exact - 1) < 1e-3       # finite Gaussian basis
print(f"Dirac 1s1/2, analytic: {e_exact:.4f} Ry")
print(f"Dirac 1s1/2, this basis: {e_dirac:.4f} Ry")
h_0, gen_1 = dkh(p_s, v_l, v_s, series["square root"])
h_d, _ = dkh(p_s, *pot_matrices(basis_s, potential(delta)),
             series["square root"])
error = {}
print("square-root series: n, E_n (Ry), E_n - E_Dirac(basis) (Ry), shift (Ry)")
for n in range(1, n_max + 1):
    e_n, e_n_shifted = ground(h_0[n]), ground(h_d[n])
    error[n] = abs(e_n - e_dirac)
    assert abs(e_n_shifted - e_n - delta) < 1e-5
    print(f"  DKH{n}  {e_n:.4f}  {e_n - e_dirac:+.4f}  {e_n_shifted - e_n:.6f}")
assert error[6] < error[4] < error[2] < error[1] and error[3] < error[2]

# Explicit second-order term
inv = 1 / (energy_p[:, None] + energy_p[None, :])
second = 0.5 * ((odd * inv) @ odd.T + odd @ (odd * inv).T)
assert np.abs(h_0[2] - h_0[1] - second).max() < 1e-5

# Choice of unitary series: irrelevant through order 4, visible at order 5
h_exp, _ = dkh(p_s, v_l, v_s, series["exponential"])
for n in range(1, 5):
    assert np.abs(h_exp[n] - h_0[n]).max() < 1e-5
series_gap = ground(h_exp[5]) - ground(h_0[5])
assert abs(series_gap) > 1e-6
print(f"DKH5 energy, exponential minus square root: {series_gap:.3e} Ry")

# Control: shift put into V but not into sigma.p V sigma.p
h_bad, _ = dkh(p_s, v_l + delta * one, v_s, series["square root"])
bad_shift = ground(h_bad[2]) - ground(h_0[2])
assert abs(bad_shift - delta) > 1e-2
print(f"DKH2 shift if sigma.p V sigma.p is left unshifted: {bad_shift:.4f} Ry")

# Control: series that is not unitary at fourth order in W
broken = [1, 1, 1/2, 0, 0, 0, 0]
big = 1.0e4
b_0, b_gen = dkh(p_s, v_l, v_s, broken)
b_d, _ = dkh(p_s, *pot_matrices(basis_s, potential(big)), broken)
defect = b_d[5] - b_0[5] - big * one
predicted = big / 4 * np.linalg.matrix_power(b_gen, 4)[:N, :N]
assert np.abs(b_d[4] - b_0[4] - big * one).max() < 1e-3
assert np.abs(predicted).max() > 1e-3
assert np.abs(defect - predicted).max() < 0.01 * np.abs(predicted).max()
print(f"non-unitary series, shift {big:.0f} Ry: largest DKH5 defect "
      f"{np.abs(defect).max():.4e} Ry")
print(f"  predicted from (shift/4) W1^4: {np.abs(predicted).max():.4e} Ry")

# ZORA
z_0, small_weight = zora(basis_s, 0.0)
z_plus, z_minus = zora(basis_s, delta)[0], zora(basis_s, -delta)[0]
slope_numeric = (z_plus - z_minus) / (2 * delta)
assert abs(slope_numeric - 1 - small_weight) < 1e-5
z_exact = c**2 * e_exact / (c**2 + e_exact)
excess_exact = -delta * z_exact / c**2
excess = z_plus - z_0 - delta
assert abs(z_0 / z_exact - 1) < 1e-3           # finite Gaussian basis
assert abs(excess / excess_exact - 1) < 2e-3   # finite Gaussian basis
print(f"ZORA 1s1/2, scaling law: {z_exact:.4f} Ry; basis: {z_0:.4f} Ry")
print(f"ZORA slope dE/dDelta, finite difference: {slope_numeric:.6f}")
print(f"ZORA slope, 1 + expectation value: {1 + small_weight:.6f}")
print(f"ZORA shift for Delta, basis: {z_plus - z_0:.4f} Ry")
print(f"ZORA shift for Delta, scaling law: {delta + excess_exact:.4f} Ry")
print(f"ZORA spurious shift, basis: {excess:.4f} Ry = {excess*ry_ev:.3f} eV")

print("all tests passed")
```

Running it gives:

```
c = 274.071998 (Rydberg units), c^2 = 2mc^2 = 75115.460 Ry
Z = 80, Delta = 100.0 Ry = 1360.569 eV
basis: 16 Gaussians, exponents 300 to 1.515e+08 bohr^-2
largest odd element, Coulomb potential: 4.141e+05 Ry
largest odd element, constant Delta: 2.1e-10 Ry
largest even-part deviation from Delta: 6.9e-11 Ry
s1/2: max |H_n[V+Delta]-H_n[V]-Delta|, n=1..6, 3 series: 2.3e-10 Ry
p1/2: max |H_n[V+Delta]-H_n[V]-Delta|, n=1..6, 3 series: 4.7e-10 Ry
Dirac 1s1/2, analytic: -7064.3842 Ry
Dirac 1s1/2, this basis: -7064.2224 Ry
square-root series: n, E_n (Ry), E_n - E_Dirac(basis) (Ry), shift (Ry)
  DKH1  -7372.0453  -307.8230  100.000000
  DKH2  -7046.5814  +17.6409  100.000000
  DKH3  -7066.0745  -1.8522  100.000000
  DKH4  -7063.2852  +0.9372  100.000000
  DKH5  -7064.7092  -0.4868  100.000000
  DKH6  -7064.0621  +0.1602  100.000000
DKH5 energy, exponential minus square root: -1.741e-02 Ry
DKH2 shift if sigma.p V sigma.p is left unshifted: 90.8047 Ry
non-unitary series, shift 10000 Ry: largest DKH5 defect 2.9146e-02 Ry
  predicted from (shift/4) W1^4: 2.9146e-02 Ry
ZORA 1s1/2, scaling law: -7797.7381 Ry; basis: -7797.4514 Ry
ZORA slope dE/dDelta, finite difference: 1.103800
ZORA slope, 1 + expectation value: 1.103800
ZORA shift for Delta, basis: 110.3800 Ry
ZORA shift for Delta, scaling law: 110.3810 Ry
ZORA spurious shift, basis: 10.3800 Ry = 141.227 eV
all tests passed
```
